# Why trapped nitrogen gives expanded austenite a shelf and steep front

**Q.** I nitride an austenitic stainless steel at 400 °C and measure nitrogen against depth. I expect an error function, but I find a shelf that ends in a steep drop. What does the error function assume that my steel violates?

**A.** It assumes a diffusivity that does not depend on the nitrogen content. Let \(c\) be the number of nitrogen atoms per metal atom, held at \(c_s\) at the surface \(x=0\) of a thick, initially nitrogen-free steel. Depth is measured in the unexpanded metal. Suppose that

\[
\frac{\partial c}{\partial t}=\frac{\partial}{\partial x}\left(D_{\rm eff}(c)\frac{\partial c}{\partial x}\right).
\]

Neither the equation nor the boundary values contain a length, so we seek \(c\) as a function of \(\eta=x/\sqrt t\). Then \(\partial c/\partial t=-(\eta/2t)\,c'\), and each \(x\)-derivative brings a factor \(1/\sqrt t\). Multiplying by \(t\) gives

\[
(D_{\rm eff}c')'=-\tfrac12\eta c'.
\]

Expand the left side as \(D_{\rm eff}c''+(dD_{\rm eff}/dc)\,c'^2\). Since the profile falls, \(c'=-|c'|\), and

\[
D_{\rm eff}c''=|c'|\left(\frac{\eta}{2}-\frac{dD_{\rm eff}}{dc}|c'|\right).
\]

For constant \(D_{\rm eff}\) the solution is \(c=c_s\,{\rm erfc}[\eta/(2\sqrt{D_{\rm eff}})]\), and \(c''>0\) at every depth below the surface. Such a curve falls fastest at the surface and has no shoulder. At the surface \(\eta=0\), so the curve bends downward there if \(D_{\rm eff}\) rises with \(c\). Your profile therefore calls for nitrogen that spreads easily where there is much of it and poorly where there is little.

**Q.** How does chromium produce that? I would expect traps merely to slow nitrogen down.

**A.** The essential point is that traps fill. Divide the nitrogen into a mobile part \(m\) and a part \(q\) bound to immobile chromium, with \(c=m+q\). Let there be \(S\) traps per metal atom, each holding one nitrogen atom with binding energy \(E_b\). With one interstitial site per metal atom, \(1-S\) sites are ordinary. For dilute mobile nitrogen, equilibrium between the two kinds of site requires

\[
\frac{q}{S-q}=\frac{m}{1-S}e^{E_b/kT}=\frac mK,
\qquad K=(1-S)e^{-E_b/kT}.
\]

Solving for \(q\) gives \(q=Sm/(m+K)\), so \(K\) is the mobile content at which half the traps are full.

Only the mobile part carries flux. I take the flux as \(-D(c)\,\partial m/\partial x\), which treats mobile nitrogen as an ideal dilute solution. Conservation of all nitrogen then reads \(\partial c/\partial t=\partial_x(D\,\partial_x m)\). Because \(m\) is a function of \(c\), \(\partial_x m=(dm/dc)\,\partial_x c\), and

\[
\frac{dc}{dm}=1+\frac{SK}{(m+K)^2},
\qquad
D_{\rm eff}(c)=\frac{D(c)}{1+SK/(m+K)^2}.
\]

Where the traps are empty, the denominator is \(1+S/K\), which is large for strong binding. With such binding, once \(m\) is well above \(\sqrt{SK}\), the traps are almost full and the denominator is close to 1. Nitrogen entering fresh steel is caught, while nitrogen following it passes over filled traps.

Your expectation does hold for weak traps. If \(K\) is much larger than the surface mobile content \(m_s\), the denominator is nearly \(1+S/K\) throughout. With constant \(D\) the profile is then again an error function, only slower. Trapping gives a shelf when the traps saturate.

**Q.** Where does the composition dependence of \(D\) itself enter?

**A.** Nitrogen expands the lattice, and I assume that this lowers the jump barrier in proportion to \(c\):

\[
D(c)=D_0e^{\beta c},\qquad \beta=\frac{0.30\ {\rm eV}}{kT}.
\]

This adds to the rise of \(D_{\rm eff}\), and it also shapes the shelf. For strong binding the traps are full out to a front \(x_f\), so that \(c=S+m\) behind it. If the mobile profile adjusts quickly compared with the front's advance, the flux \(J\) is nearly uniform there. This is the quasi-steady approximation. Define

\[
\Phi(m)=\int_0^m D(S+m')\,dm',\qquad \Theta=\Phi(m_s).
\]

Integrating \(D\,dm/dx=-J\) back from the front, where \(m=0\), gives \(\Phi(m)=J(x_f-x)\). At the surface \(\Theta=Jx_f\). Dividing the two,

\[
\frac{x}{x_f}=1-\frac{\Phi(m)}{\Theta}.
\]

For constant \(D\) the mobile content falls linearly. If \(D\) rises with \(c\), the same flux needs a smaller gradient near the surface and a larger one near the front. The shelf is flatter at first and then bends down. It cannot be quite flat while the front advances, because the mobile gradient supplies the front.

**Q.** Can I predict the depth from this?

**A.** Yes, through a moment of the profile. Multiply the conservation law by \(x\) and integrate by parts. The boundary terms vanish, at the surface because \(x=0\) and at great depth because there is no flux:

\[
\frac{d}{dt}\int_0^\infty xc\,dx=-\int_0^\infty D\frac{\partial m}{\partial x}dx=\int_0^{m_s}D\,dm.
\]

In the sharp-front limit the right side is \(\Theta\), so the moment equals \(\Theta t\). The trapped part contributes \(Sx_f^2/2\). For the mobile part, another integration by parts gives

\[
\int_0^{x_f}xm\,dx=\frac12\int_0^{m_s}x^2\,dm
=\frac{x_f^2}{2}\int_0^{m_s}\left(1-\frac{\Phi}{\Theta}\right)^2dm.
\]

Adding the two parts and solving for the depth,

\[
x_f^2=\frac{2\Theta t}{B},\qquad
B=S+\int_0^{m_s}\left(1-\frac{\Phi}{\Theta}\right)^2dm.
\]

For constant \(D\), \(\Theta=Dm_s\) and \(B=S+m_s/3\).

Now take a steel of 316L type, in which about 0.19 of the metal atoms are chromium, and assume one trap per chromium atom. Then \(S=0.19\), and I set \(c_s=0.30\) (23 at.%) and \(t=4\) h. I choose \(E_b=0.40\) eV and \(D_0=5\times10^{-12}\) cm²/s. In the sharp limit \(m_s=c_s-S=0.11\), and

\[
\Theta=\frac{D_0}{\beta}\left(e^{\beta c_s}-e^{\beta S}\right)=0.7125\ \mu{\rm m}^2/{\rm h}.
\]

Numerical integration gives \(B=0.2320\), hence

\[
x_f=\sqrt{\frac{2(0.7125)(4)}{0.2320}}\ \mu{\rm m}=4.96\ \mu{\rm m}.
\]

For finite \(K\), I solve the similarity equation numerically. Its first integral is \(F=-D_{\rm eff}c'=\frac12\int_0^c\eta\,d\tilde c\), and the depth follows from \(\eta(c)=\int_c^{c_s}D_{\rm eff}\,d\tilde c/F\). Iterating between the two gives half-filled traps at 5.03 µm, so the sharp-front law is about 1% low.

**Q.** What sets the steepness of the drop?

**A.** Mainly the ratio \(K/m_s\). Within a narrow front \(\eta\) is nearly its front value \(\eta_f\), so \(F\simeq\eta_fc/2\). Since also \(F=-D\,dm/d\eta\), we have \(d\eta=-2D\,dm/(\eta_fc)\). The traps are 90% full at \(m=9K\) and 10% full at \(m=K/9\), so the distance between these points is

\[
\Delta\eta=\frac2{\eta_f}\int_{K/9}^{9K}\frac{D(c)}{c}\,dm.
\]

Consider constant \(D\) and \(K\ll m_s\ll S\). In the front \(c\simeq Sm/(m+K)\), and the integral becomes \((D/S)\int(1+K/m)\,dm=(DK/S)(80/9+\ln81)\). The depth law reduces to \(\eta_f^2=2Dm_s/S\). Therefore

\[
\frac{\Delta x}{x_f}=\left(\frac{80}{9}+\ln81\right)\frac K{m_s}\simeq13.3\,\frac K{m_s}.
\]

Strong binding makes \(K\) small and the front steep. Width and depth both grow as \(\sqrt t\), so their ratio stays fixed.

In the example \(K=8.2\times10^{-4}\) and \(m_s=0.111\), now including the slight incompleteness of trap filling. The constant-\(D\) formula suggests a relative width near 0.10, although \(m_s/S\) is 0.59 here, which is not small. The integral with \(D(c)\) gives 0.32 µm, or 0.06 of the depth. The width contains the lower \(D\) inside the front, whereas the depth is set by the higher \(D\) on the shelf.

**Q.** Which cause matters more, trapping or \(D(c)\)?

**A.** We can switch each off, holding \(c_s\), \(D_0\), temperature and time fixed. Let \(x_{50}\) and \(x_{10}\) be the depths where \(c\) is 50% and 10% of \(c_s\). "Shelf" is \(c/c_s\) at \(x_{50}/2\), and "tail" is \((x_{10}-x_{50})/x_{50}\).

| Case | \(x_{50}\) (µm) | Shelf | Tail |
|---|---:|---:|---:|
| Neither | 2.56 | 0.736 | 1.439 |
| \(D(c)\) only | 5.04 | 0.780 | 0.778 |
| Traps only | 2.65 | 0.801 | 0.052 |
| Both | 4.94 | 0.830 | 0.026 |

For these parameters trapping supplies most of the steepness. \(D(c)\) nearly doubles the half-depth, raises the shelf and halves the remaining tail. With both present, \(c\) falls from 0.300 at the surface to 0.249 at 2.47 µm and 0.195 at 4.45 µm. It then drops to 0.150 at 4.94 µm and is zero to four decimals at 5.43 µm. An error function with the same half-depth would still have 0.137 there.

The binding must be strong enough. With \(D(c)\) and \(c_s\) kept, the tail is 0.336 for 0.20 eV, 0.113 for 0.30 eV and 0.026 for 0.40 eV.

**Q.** Then does my steep profile prove that chromium traps nitrogen?

**A.** No. The total profile depends on \(D_{\rm eff}(c)\) alone. A trap-free steel with the same function, surface content and time would give the same curve. What trapping offers is a reason for the large change. Here \(D_{\rm eff}\) rises from \(2.1\times10^{-14}\) cm²/s at vanishing \(c\) to \(2.3\times10^{-11}\) cm²/s at the surface, a factor of about 1100. Without traps, and with an unchanged prefactor, the barrier would have to fall by \(kT\ln1085=0.405\) eV between these compositions. The assumed lattice effect lowers it by \(0.30\times0.30=0.09\) eV.

A series of steels with different chromium contents is more informative. In this model the foot of the shelf lies near \(c=S\) and should move with chromium. That would support trapping, but a trap-free \(D(c)\) that itself depends on chromium could imitate it.

**Q.** How far can I trust the example for a real plasma treatment?

**A.** The chromium and surface nitrogen contents are rough typical values for such steels, and a layer of several micrometres after some hours is of the usual size. The binding energy, \(D_0\) and barrier reduction are chosen, so the depth is an illustration and not a prediction for your furnace. In particular, \(D_0\) lies more than an order of magnitude above the value of roughly \(10^{-13}\) cm²/s extrapolated from high-temperature data for nitrogen in iron austenite. The real rise of \(D\) with \(c\) may therefore be much stronger than the one assumed here, and the balance between the two causes may differ.

The largest correction I have sized is stress. Take a rough biaxial compression of 3 GPa at the surface, proportional to \(c\), and a lattice parameter of 0.36 nm growing by 0.08 nm per unit \(c\). The nitrogen energy at the surface rises by 0.097 eV, which drives nitrogen inward. Adding this drift at unchanged \(c_s\) moves the half-depth from 4.94 to 5.74 µm, about 16%. The shelf and steep front remain.

The dilute flux law also needs a check, since mobile nitrogen fills about 14% of the ordinary sites at the surface. Let the sites form an ideal lattice gas, with filled fractions \(\theta_1\) and \(\theta_2\) on neighbouring planes. If \(D(c)\) describes jumps onto empty sites, the net flux is proportional to \(\theta_1(1-\theta_2)-\theta_2(1-\theta_1)=\theta_1-\theta_2\). Blocking among ordinary sites cancels, and to that extent the flux law stands. If \(D(c)\) is instead \(kT\) times the mobility of a nitrogen atom, with blocking already included, the flux gains a factor \(1/[1-m/(1-S)]\). The half-depth then becomes 5.13 µm, about 4% more. Filled traps are a separate matter. They lie on the same lattice and close 19% of the sites on the shelf, whereas empty traps let nitrogen pass. If \(D(c)\) refers to a lattice without traps, the shelf flux is only about 0.76 to 0.81 of the law used, and the half-depth falls to 4.3–4.5 µm. If \(D(c)\) is instead matched to the shelf, the half-depth stays near 5.0 µm and the front widens from 0.32 to about 0.37 µm.

The same lattice data give 20% swelling at the surface, taken up along the depth. Uniform swelling by a factor \(1+e\) would change \(D\) to \(D/(1+e)^2\) in unexpanded coordinates. This shortens the depth by \(1+e\), and the expansion restores it. For the actual non-uniform swelling the real half-depth is still 4.94 µm.

Sputtering at a rough 0.5 mA/cm² and 0.1 metal atoms per ion removes 0.52 µm of steel in 4 h, about a tenth of the depth. The layer loses less than this, because the front advances faster under a thinner layer. Steady erosion eventually spoils the \(\sqrt t\) law, because the front slows while the surface keeps receding.

Fast exchange with the traps is a safe assumption here. With jumps of \(a/\sqrt2\) between neighbouring sites, where \(a\) is the lattice parameter, the dilute jump rate is \(12D_0/a^2\). Multiplied by \(e^{-E_b/kT}\), it gives a release time of 0.02 s. At the end of the 4 h treatment the front takes about half an hour to pass a point. This time is proportional to the treatment time, so it was shorter earlier, but it exceeded the release time after the first second.

The model fails if chromium moves and CrN precipitates, since the traps are then no longer fixed. Slow nitrogen uptake breaks the constant surface condition. Grains of different orientation may have different depths, and averaging over them would blur a front that is steep within each grain.

All numerical values are calculated from the stated model.
